\section*{Absorbed Power in a Patterned, Film-Coated Wafer from Transfer Matrices}

\section{What symmetry and dimensions fix}

Light of vacuum wavelength $\lambda$ brings power $I$ per unit wafer area to a flat stack of films on an absorbing wafer. Maxwell's equations are linear, so the absorbed power per area is proportional to $I$. The remaining factor is dimensionless and can depend on lengths through their ratios alone:
\begin{equation}
P=I\,A\!\left(\frac{d_1}{\lambda},\dots,\frac{d_N}{\lambda};\,n_1,\dots,n_N,n_s;\,\theta,\text{polarization}\right).
\label{form}
\end{equation}
Here $d_j$ and $n_j$ are the film thicknesses and complex indices, counted from the top, $n_s$ is the wafer index and $\theta$ the angle of incidence. Translation symmetry along the surface conserves the lateral wavenumber. In each film this leaves two amplitudes, one for a downward and one for an upward wave, so a film acts as a $2\times2$ matrix.

A pattern adds a lateral width $L$ and hence a ratio $L/\lambda$. A rule that contains area fractions and no $L$ can therefore be expected to hold only in a limit of that ratio.

\section{Assumptions and theorem}

Fields vary as $e^{-i\omega t}$, so absorption means $\operatorname{Im}n>0$. Put $k_0=2\pi/\lambda$, $\varepsilon=n^2$ and $\sigma=\sin\theta$. The $z$ axis points into the wafer, $x$ lies in the plane of incidence, and $H$ is measured in units of $E/Z_0$, with $Z_0$ the vacuum impedance. The assumptions are:
\begin{enumerate}
\item The ambient has index 1; films and wafer are isotropic, nonmagnetic and passive, with flat interfaces.
\item The light is coherent across the film stack.
\item The wafer absorbs, and is so thick that no light returns from its back.
\item In a patterned wafer, the absorbed flux differs from that of the local stack only near region edges. Integrated across an edge, the magnitude of this difference is at most a length $w$ times $I$, with $w$ independent of the region widths.
\end{enumerate}
For each medium define
\begin{equation}
q=\sqrt{\varepsilon-\sigma^2},\qquad Y=\begin{cases}q & (s)\\ \varepsilon/q & (p)\end{cases}
\label{Y}
\end{equation}
with $\operatorname{Im}q>0$ in the wafer. In the ambient, $Y_0=\cos\theta$ for $s$ and $1/\cos\theta$ for $p$ polarization.

\begin{theorem}
Let
\begin{equation}
\begin{pmatrix}B\\C\end{pmatrix}=M_1\cdots M_N\begin{pmatrix}1\\Y_s\end{pmatrix},\quad
M_j=\begin{pmatrix}\cos\delta_j&-\dfrac{i}{Y_j}\sin\delta_j\\-iY_j\sin\delta_j&\cos\delta_j\end{pmatrix},
\label{M}
\end{equation}
where $\delta_j=k_0q_jd_j$. Under assumptions 1--3 the wafer absorbs the fraction
\begin{equation}
A_s=\frac{4Y_0\operatorname{Re}Y_s}{|Y_0B+C|^2}
\label{As}
\end{equation}
of the incident power. The fraction absorbed in film $j$ is
\begin{equation}
A_j=\frac{4Y_0}{|Y_0B+C|^2}\Big[\operatorname{Re}(EH^*)_{\rm top}-\operatorname{Re}(EH^*)_{\rm bottom}\Big]_j,
\label{Aj}
\end{equation}
with fields scaled so that $E=1$ at the wafer surface. The reflectance is $R=1-A_s-\sum_jA_j$. If assumption 4 also holds, regions $p$ with area fractions $f_p$ and total absorptances $A_p=1-R_p$ give
\begin{equation}
\left|\frac{P}{I}-\sum_pf_pA_p\right|\le w\,\ell ,
\label{area}
\end{equation}
where $\ell$ is the edge length per unit area, of order $1/L$.
\end{theorem}

\section{Proof}

\begin{lemma}[Tangential fields]
With suitable signs, the tangential fields obey
\begin{equation}
E'=ik_0aH,\qquad H'=ik_0bE,\qquad ab=q^2,
\label{ode}
\end{equation}
where the prime is $d/dz$; $(a,b)=(1,\varepsilon-\sigma^2)$ for $s$ and $(1-\sigma^2/\varepsilon,\varepsilon)$ for $p$ polarization. In both cases the power flux along $z$ is $\operatorname{Re}(EH^*)/(2Z_0)$.
\end{lemma}
\begin{proof}
In these units $\nabla\times\mathbf E=ik_0\mathbf H$ and $\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E$, and every field contains $e^{ik_0\sigma x}$, so $\partial_x\to ik_0\sigma$.

For $s$ polarization let $E=E_y$ and $H=-H_x$. The $x$ component of the first equation, $-E_y'=ik_0H_x$, becomes $E'=ik_0H$. Its $z$ component gives $H_z=\sigma E$. The $y$ component of the second equation, $H_x'-\partial_xH_z=-ik_0\varepsilon E_y$, reads $-H'-ik_0\sigma^2E=-ik_0\varepsilon E$, hence $H'=ik_0(\varepsilon-\sigma^2)E$.

For $p$ polarization let $E=E_x$ and $H=H_y$. The $x$ component of the second equation gives $H'=ik_0\varepsilon E$, and its $z$ component gives $E_z=-\sigma H/\varepsilon$. The $y$ component of the first, $E_x'-\partial_xE_z=ik_0H_y$, becomes $E'=ik_0H+ik_0\sigma E_z=ik_0(1-\sigma^2/\varepsilon)H$.

The flux is proportional to $\operatorname{Re}(E_xH_y^*-E_yH_x^*)$, which equals $\operatorname{Re}(EH^*)$ in both cases.
\end{proof}

\begin{lemma}[Film matrix]
The matrix $M_j$ in \eqref{M} maps $(E,H)$ at the bottom of film $j$ to $(E,H)$ at its top.
\end{lemma}
\begin{proof}
Differentiating \eqref{ode} gives $E''=-k_0^2q^2E$, so $E=ue^{ik_0qz}+ve^{-ik_0qz}$. Then $H=E'/(ik_0a)=Y(ue^{ik_0qz}-ve^{-ik_0qz})$ with $Y=q/a$, which is \eqref{Y}. At the top, $z=0$, we have $u+v=E_t$ and $u-v=H_t/Y$. At the bottom, where $k_0qz=\delta$,
\begin{align}
E_b&=(u+v)\cos\delta+i(u-v)\sin\delta=E_t\cos\delta+\frac{i}{Y}H_t\sin\delta,\\
H_b&=Y[(u-v)\cos\delta+i(u+v)\sin\delta]=H_t\cos\delta+iYE_t\sin\delta .
\end{align}
The determinant of this map is $\cos^2\delta+\sin^2\delta=1$. Its inverse is found by reversing the sign of $\delta$, which gives $M_j$.
\end{proof}

\begin{lemma}[Energy]
The flux decreases with depth by the Joule heat:
\begin{equation}
-\frac{d}{dz}\operatorname{Re}(EH^*)=k_0\operatorname{Im}\varepsilon\,|\mathbf E|^2 .
\label{joule}
\end{equation}
\end{lemma}
\begin{proof}
From \eqref{ode}, $E'H^*+EH'^*=ik_0a|H|^2-ik_0b^*|E|^2$. The real part is $-k_0\operatorname{Im}a\,|H|^2-k_0\operatorname{Im}b\,|E|^2$. For $s$ polarization $\operatorname{Im}a=0$ and $\operatorname{Im}b=\operatorname{Im}\varepsilon$. For $p$ polarization $\operatorname{Im}b=\operatorname{Im}\varepsilon$ and $\operatorname{Im}a=-\sigma^2\operatorname{Im}(1/\varepsilon)=\sigma^2\operatorname{Im}\varepsilon/|\varepsilon|^2$. The term with $|H|^2$ is then $k_0\operatorname{Im}\varepsilon\,|E_z|^2$.
\end{proof}

\begin{proof}[Proof of the theorem]
No wave returns from the depth of the wafer, so $v=0$ there and $H=Y_sE$ at its surface. Scale the fields to $E=1$. Tangential fields are continuous, so the matrices multiply and the fields at the top of the stack are $B$ and $C$. In the ambient split them into an incident amplitude $\alpha$ and a reflected amplitude $\beta$:
\begin{equation}
B=\alpha+\beta,\quad C=Y_0(\alpha-\beta)\;\Rightarrow\;
\alpha=\frac{Y_0B+C}{2Y_0},\quad \beta=\frac{Y_0B-C}{2Y_0}.
\end{equation}
Apart from the common factor $1/(2Z_0)$, the incident flux is $Y_0|\alpha|^2=|Y_0B+C|^2/(4Y_0)$. The flux entering the wafer is $\operatorname{Re}(1\cdot Y_s^*)=\operatorname{Re}Y_s$, and by \eqref{joule} all of it becomes heat there. The ratio is \eqref{As}. The same lemma applied between the faces of a film gives \eqref{Aj}.

At the top, $\operatorname{Re}(BC^*)=Y_0(|\alpha|^2-|\beta|^2)$, because $Y_0$ is real and $\beta\alpha^*-\alpha\beta^*$ is imaginary. The net flux is thus incident minus reflected power. The film terms telescope, which gives $R+A_s+\sum_jA_j=1$ with $R=|\beta/\alpha|^2$.

For the pattern, integrate the absorbed flux over the surface. Local stacks contribute $I\sum_pf_pA_p$, and by assumption 4 each unit of edge length changes the integral by at most $wI$. Division by the area gives \eqref{area}.
\end{proof}

\begin{remark}
Different frequencies do not interfere in the time-averaged power, nor do rays from independent emitters. For an incoherent source such as a lamp one therefore averages $A_p$ over wavelength, direction and polarization, weighted by incident power.
\end{remark}

\begin{remark}
Equations \eqref{As} and \eqref{Aj} were tested against direct numerical integration of \eqref{ode} and of the Joule heat, for the three stacks of the example below at $\theta=40^\circ$ in both polarizations. The largest difference in any absorbed or reflected fraction was $1.8\times10^{-11}$.
\end{remark}

\section{Two limits}

\subsection{One transparent film: the origin of the contrast}

Take normal incidence, a film of real index $n_1$ and a wafer whose absorption index is small enough to neglect in $Y_s\simeq n_s$. Then $B=\cos\delta-i(n_s/n_1)\sin\delta$ and $C=n_s\cos\delta-in_1\sin\delta$. Separating real and imaginary parts of $B+C$,
\begin{equation}
A=\frac{4n_s}{(1+n_s)^2\cos^2\delta+(n_1+n_s/n_1)^2\sin^2\delta}.
\label{single}
\end{equation}
The brackets are related by
\begin{equation}
\Big(n_1+\frac{n_s}{n_1}\Big)-(1+n_s)=\frac{(n_1-1)(n_1-n_s)}{n_1},
\end{equation}
which is negative for $1<n_1<n_s$. Absorption is then least at $\sin\delta=0$, where the film has no effect, and greatest at $\cos\delta=0$:
\begin{equation}
A_{\min}=\frac{4n_s}{(1+n_s)^2},\qquad A_{\max}=\frac{4n_1^2n_s}{(n_1^2+n_s)^2}.
\end{equation}
The thickness period is $\lambda/(2n_1)$. For oxide, $n_1=1.45$, on a wafer with $n_s=4$, the limits are $16/25=0.640$ and $33.64/37.24=0.903$; at 808 nm the period is 279 nm. A transparent film absorbs nothing itself, but it changes how much light enters the wafer.

\subsection{Stripes much finer than the wavelength}

Let stripes of period $\Lambda$ fill one layer, with normal incidence and $E$ along the stripes. The field obeys $\partial_x^2E+\partial_z^2E+k_0^2\varepsilon(x)E=0$. Write $E=\bar E(z)+e(x,z)$, where $e$ has zero mean over a period. To leading order the rapidly varying part satisfies
\begin{equation}
\partial_x^2e\simeq-k_0^2(\varepsilon-\langle\varepsilon\rangle)\bar E ,
\end{equation}
so $e$ is of relative order $(k_0\Lambda)^2|\varepsilon-\langle\varepsilon\rangle|$. The lateral mean of the wave equation is
\begin{equation}
\bar E''+k_0^2\langle\varepsilon\rangle\bar E=-k_0^2\big\langle(\varepsilon-\langle\varepsilon\rangle)e\big\rangle .
\end{equation}
Its right side vanishes as $\Lambda\to0$. The layer then acts as a uniform film of permittivity $\langle\varepsilon\rangle$, and the theorem applies with that film in the stack. The argument uses the continuity of $E$ across the stripe walls and does not cover $E$ perpendicular to them.

Averaging permittivities is not averaging absorptances, since \eqref{As} is nonlinear in the permittivity. The two limits $L\gg\lambda$ and $L\ll\lambda$ therefore in general give different powers at the same area fractions.

\section{From absorbed power to temperature}

Let the wafer have conductivity $\kappa$, heat capacity per volume $c$ and diffusivity $D=\kappa/c$, all constant. Treat it as a half-space heated at its surface from $t=0$ by a constant flux $P$. A surface pulse of energy $Q$ per area produces, after a time $s$,
\begin{equation}
T=\frac{Q}{c\sqrt{\pi Ds}}\,e^{-z^2/4Ds}.
\end{equation}
This solves the heat equation, has no flux through $z=0$ for $s>0$, and contains the energy $Q$ because $\int_0^\infty e^{-z^2/4Ds}dz=\sqrt{\pi Ds}$. Summing pulses $Q=P\,ds$ gives the surface rise
\begin{equation}
\Delta T=\int_0^t\frac{P\,ds}{c\sqrt{\pi Ds}}=2P\sqrt{\frac{t}{\pi\kappa c}} .
\label{rise}
\end{equation}
If the flux varies as $\cos Kx$, lateral conduction multiplies each pulse by $e^{-DK^2s}$. With $s=u^2$ the integral becomes Gaussian, and the rise is reduced by
\begin{equation}
g(K)=\frac1{\sqrt t}\int_0^{\sqrt t}e^{-DK^2u^2}du=\frac{\sqrt\pi\,\operatorname{erf}(K\sqrt{Dt})}{2K\sqrt{Dt}} .
\end{equation}
Consider alternating blocks of equal width, with full period $\Lambda_b$ and flux difference $\Delta P$. The flux is its mean plus
\begin{equation}
\frac{\Delta P}{2}\,\frac4\pi\sum_{j\ge0}\frac{(-1)^j}{2j+1}\cos K_jx,\qquad K_j=\frac{2\pi(2j+1)}{\Lambda_b}.
\end{equation}
Every cosine changes sign from one block centre to the next, which doubles the amplitude. The temperature difference between centres is thus that of very wide blocks times
\begin{equation}
\Phi=\frac4\pi\sum_{j\ge0}\frac{(-1)^j}{2j+1}\,g(K_j).
\end{equation}
For $\Lambda_b\gg\sqrt{Dt}$, $\Phi\to1$; for $\Lambda_b\ll\sqrt{Dt}$, $g(K)\simeq\sqrt\pi/(2K\sqrt{Dt})$ and $\Phi$ falls in proportion to $\Lambda_b$.

\section{Millisecond laser annealing at 808 nm}

The material values are rough typical ones: nitride $n=2.0$, oxide $1.45$, hot silicon $4.0+0.05i$. Polysilicon is given the index of the wafer. All regions carry a 50 nm nitride liner. Beneath it lie 10 nm of oxide (active silicon), 310 nm of oxide (trench), or 100 nm of polysilicon on 2 nm of oxide (plate). At normal incidence the total absorptances are
\begin{equation}
A_{\rm active}=0.842,\quad A_{\rm trench}=0.954,\quad A_{\rm plate}=0.791 .
\end{equation}
In the plate region, 0.059 is absorbed in the polysilicon and 0.732 in the wafer.

Block A contains these regions in fractions $0.50,0.20,0.30$, and block B in fractions $0.10,0.85,0.05$:
\begin{align}
A_A&=0.50(0.8423)+0.20(0.9535)+0.30(0.7911)=0.849,\\
A_B&=0.10(0.8423)+0.85(0.9535)+0.05(0.7911)=0.934 .
\end{align}
An incident 20 kW/cm$^2$ deposits 17.0 and 18.7 kW/cm$^2$. With $t=1$ ms, $\kappa=30$ W/(m\,K) and $c=2.2$ MJ/(m$^3$\,K), the factor multiplying $P$ in \eqref{rise} is $4.392\times10^{-6}$ K\,m$^2$/W. Hence
\begin{equation}
\Delta T_A=4.392\times10^{-6}\times1.698\times10^{8}\ \text{K}\simeq746\ \text{K},
\end{equation}
and likewise $\Delta T_B\simeq821$ K. From a preheat of 400 $^\circ$C the peaks are about 1146 and 1221 $^\circ$C, a contrast of 75 K under the same beam.

The diffusion length $\sqrt{Dt}$ is 117 $\mu$m. For block periods of 50, 500 and 5000 $\mu$m, $\Phi$ is 0.070, 0.675 and 1.000, and the contrast for surface heating is about 5, 50 and 75 K. Using one mean flux per block presumes regions wide compared with $\lambda$ but much narrower than both 117 $\mu$m and the block itself. At the 50 $\mu$m period striped regions cannot meet both conditions well: the 5\% region of block B is at most 1.25 $\mu$m wide, and with one region of each kind per block the centre contrast ranges from about 4.5 to 8 K depending on their order.

\subsection{Where the area rule fails}

A full diffraction calculation was made for equal stripes of trench and active silicon, with $E$ along the stripes. The area average is 0.898. At periods of 32, 8, 2 and 0.4 $\mu$m the calculated absorptance is 0.8975, 0.8945, 0.867 and 0.827. The deviation at 8 $\mu$m is 0.003 in absolute absorptance; at 2 $\mu$m it is 0.031. It does not vary smoothly between these points: it oscillates with the period and changes sign, from $+0.005$ at 1.7 $\mu$m to $-0.041$ at 1.9 $\mu$m and $+0.007$ at 3 $\mu$m; only its envelope shrinks as the period grows. At 0.4 $\mu$m the result lies below that of either region alone, so no choice of area weights could reproduce it.

At a period of 10 nm diffraction gives 0.9442 and the mean-permittivity film 0.9441. This exceeds the area average by 0.046. For a wide block filled with such stripes, the area rule would underestimate the rise by $0.046\times2\times10^8\times4.39\times10^{-6}\simeq40$ K, more than half the contrast found above. This holds for $E$ along the stripes only. For $E$ across the same 10 nm stripes diffraction gives about 0.810, which is 0.088 below the area average, and the area rule would overestimate the rise by about 77 K.

\subsection{Sensitivity and neglected effects}

The trench oxide thickness matters most among the optical inputs varied here; $\pm5\%$ in the nitride or polysilicon thickness moves the contrast by 2 K or less. Changing the 310 nm trench oxide by $-5\%$ or $+5\%$ moves $A_{\rm trench}$ from 0.954 to 0.877 or 0.985. The trench fractions of the blocks differ by 0.65, so $A_B-A_A$ changes from 0.085 to
\begin{equation}
0.085-0.65(0.076)=0.036\quad\text{or}\quad0.085+0.65(0.032)=0.106 .
\end{equation}
With all else fixed, the wide-block contrast becomes about 31 or 93 K.

A 10 nm bandwidth changes the absorptances by at most about $10^{-4}$. Its coherence length, $\lambda^2/\Delta\lambda\simeq65\ \mu$m, far exceeds the optical thickness of the films. An unpolarized cone of half-angle $15^\circ$ lowers $A_{\rm trench}$ by 0.011 and the others by less than 0.002. With a cold silicon index of $3.7+0.006i$, the blocks absorb 0.863 and 0.944.

Light is absorbed over a depth $1/\alpha$, with $\alpha=4\pi\operatorname{Im}n_s/\lambda$, rather than at the surface. Weighting the pulse solution with $\alpha e^{-\alpha z}$ gives a surface heating rate $(P\alpha/c)\,e^{\alpha^2Ds}\operatorname{erfc}(\alpha\sqrt{Ds})$. Its time integral is \eqref{rise} minus
\begin{equation}
\frac{P}{\kappa\alpha}\left[1-e^{\alpha^2Dt}\operatorname{erfc}(\alpha\sqrt{Dt})\right].
\end{equation}
At the mean flux of the two blocks this is 8 K for the hot index ($1/\alpha=1.3\ \mu$m) and 60 K for the cold one ($10.7\ \mu$m). The cold index is a room-temperature value, while the pulse starts at 400 $^\circ$C and the surface heats quickly; with an absorption coefficient that rises exponentially with temperature between the two indices, the correction is about 8--10 K, close to the hot value. Absorption in depth also weakens the contrast between narrow blocks. At the 50 $\mu$m period the lateral decay length $1/K_0\simeq8\ \mu$m is comparable with the cold absorption depth, so the 5 K found above for surface heating is an overestimate. Both depths are small beside a wafer several hundred micrometres thick, as assumption 3 requires.

Thermal properties have a larger effect on the mean rise. It is 783 K with the values used above and 671 K with $\kappa=45$ W/(m\,K) and $c=2.0$ MJ/(m$^3$\,K). The conductivity of silicon falls from roughly 54 W/(m\,K) at 400 $^\circ$C to roughly 23 W/(m\,K) near the peak, so 30 W/(m\,K) is an average over the pulse. With tabulated $\kappa(T)$ and $c(T)$ the rises become about 760 and 850 K and the wide-block contrast about 89 K instead of 75 K, because the hotter block conducts less well. Black-body loss at the peak is 0.15\% of the absorbed flux. If all heat generated in the polysilicon crosses the 2 nm oxide, with conductivity 1.4 W/(m\,K), the temperature drop there is 0.02 K.

\subsection{Relation to real processing}

The wavelength, dwell time, preheat and film thicknesses are in the range used for millisecond annealing of silicon, and the computed peaks lie below its melting point of roughly 1400 $^\circ$C. Regions many wavelengths wide suit coarse test structures. Dense circuits have features below the wavelength, so every point is near an edge and the bound \eqref{area} is too loose to justify the area rule; for the trench stripes studied here the error has either sign depending on period and polarization, from tens of kelvin at a 10 nm period to more than 100 K at periods of 0.1--0.2 $\mu$m with $E$ across the stripes. A scanned beam also has a rising and falling intensity in place of the constant pulse used here. The peak temperatures are thus model estimates with an uncertainty of order 100 K from the thermal properties alone. The contrast depends strongly on the actual oxide thickness and on the fine structure of the pattern. The remaining digits are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
wavelength 808 nm; nitride n 2.0, oxide n 1.45
silicon index: hot (4+0.05j), cold (3.7+0.006j)
liner 50, pad oxide 10, trench 300 nm
poly 100 nm on oxide 2 nm
largest matrix-Maxwell difference 1.8e-11
oxide film on n=4.0: A from 0.6400 to 0.9033
thickness period 278.6 nm
active: R 0.1577, films 0.0000, wafer 0.8423, total 0.8423
trench: R 0.0465, films 0.0000, wafer 0.9535, total 0.9535
poly: R 0.2089, films 0.0593, wafer 0.7318, total 0.7911
half trench, half active: area average A 0.8979
diffraction, period 0.4 um: A 0.8267
diffraction, period 2.0 um: A 0.8671
diffraction, period 8.0 um: A 0.8945
diffraction, period 32.0 um: A 0.8975
period 10 nm: diffraction 0.9442, mean eps 0.9441
incident 20.0 kW/cm2 for 1.0 ms
preheat 400 C; kappa 30 W/(m K)
heat capacity 2.2 MJ/(m3 K)
thermal diffusion length 116.8 um
block A fractions: active 0.50, trench 0.20, poly 0.30
block A: A 0.8492, absorbed 16.98 kW/cm2
block A: rise 746.0 K, peak 1146 C
block B fractions: active 0.10, trench 0.85, poly 0.05
block B: A 0.9343, absorbed 18.69 kW/cm2
block B: rise 820.7 K, peak 1221 C
contrast of very wide blocks 74.7 K
block period 50 um: factor 0.0704, contrast 5.3 K
block period 500 um: factor 0.6751, contrast 50.5 K
block period 5000 um: factor 1.0000, contrast 74.7 K
cold Si: active 0.8582, trench 0.9626, poly 0.8034
10 nm band: active 0.8423, trench 0.9534, poly 0.7911
15 deg cone: active 0.8405, trench 0.9424, poly 0.7898
cold Si blocks: A 0.8626, B 0.9442
trench oxide -5%, +5%: A 0.8773, 0.9851
coherence length about 65 um
absorption depth: hot 1.29 um, cold 10.7 um
depth lowers surface rise: hot 7.6 K, cold 60.4 K
mean rise 783 K with hot properties
mean rise 671 K with 45 W/(m K), 2.0 MJ/(m3 K)
black-body loss at peak / absorbed power 1.5e-03
drop across gate oxide 0.017 K (oxide 1.4 W/(m K))
\end{verbatim}
